# Classical self-trapping of one electron on two sites

Two equivalent electron traps lie close together in an insulating glass and share one extra electron. The electron gains energy by spreading over both traps. It can also gain energy by sitting on one of them and letting the surrounding atoms relax. This problem finds which tendency wins, and then asks how long a trapped electron stays where it is.

Let \(n_1\) and \(n_2\) be the site occupations, with \(n_1+n_2=1\), and let \(u_1\) and \(u_2\) be the local distortions at the two sites. The model is
\[
H=-t\big(|1\rangle\langle2|+|2\rangle\langle1|\big)+c\,(u_1n_1+u_2n_2)+\tfrac12K(u_1^2+u_2^2).
\]
The hopping \(t>0\) is a matrix element, so rigid, undistorted sites have levels \(\pm t\), separated by \(2t\). The coupling \(c\) is an energy per length and \(K\) is a stiffness. Spin plays no role. Until part (g) the distortions are classical numbers, and their kinetic energy is dropped.

## (a) Which distortion matters?

**Separate the distortion that distinguishes the sites from the one that does not.**

Define
\[
Q=\frac{u_1+u_2}{\sqrt2},\qquad q=\frac{u_1-u_2}{\sqrt2},
\]
so that \(u_1=(Q+q)/\sqrt2\) and \(u_2=(Q-q)/\sqrt2\). The cross terms cancel in the elastic energy, because
\[
u_1^2+u_2^2=\tfrac12(Q+q)^2+\tfrac12(Q-q)^2=Q^2+q^2 .
\]
The coupling becomes
\[
c(u_1n_1+u_2n_2)=\frac{c}{\sqrt2}\big[Q(n_1+n_2)+q(n_1-n_2)\big].
\]
With \(g=c/\sqrt2\) and \(n_1+n_2=1\), the symmetric part is \(gQ+KQ^2/2\). It does not contain the electron's position. Its minimum is at \(Q=-g/K\), with energy \(-g^2/(2K)\), a constant that is omitted from here on. What remains is
\[
H=-t\big(|1\rangle\langle2|+|2\rangle\langle1|\big)+gq(n_1-n_2)+\tfrac12Kq^2 .
\]

## (b) The energy at fixed distortion

**Find the two energies at given \(q\), and the population difference \(p=\langle n_1-n_2\rangle\) in the lower state.**

In the site basis the electronic part is
\[
\begin{pmatrix} gq&-t\\-t&-gq\end{pmatrix}.
\]
Its trace is zero and its determinant is \(-(g^2q^2+t^2)\), so its eigenvalues are \(\pm s\), where
\[
s=\sqrt{t^2+g^2q^2}.
\]
The total energies are therefore
\[
E_\pm(q)=\tfrac12Kq^2\pm s .
\]

For a normalized eigenstate, the derivative of the eigenvalue with respect to a parameter equals the expectation value of the derivative of the matrix. The parameter \(gq\) multiplies \(n_1-n_2\), so in the lower state
\[
p=\frac{\partial(-s)}{\partial(gq)}=-\frac{gq}{s}.
\]
A positive \(q\) raises site 1 and the electron moves towards site 2, which explains the minus sign.

## (c) When does the symmetric state become unstable?

**Expand \(E_-\) about \(q=0\), find the condition for instability, and interpret it.**

For small \(q\), \(\sqrt{1+y}=1+y/2-y^2/8+\dots\) with \(y=g^2q^2/t^2\) gives
\[
s=t+\frac{g^2q^2}{2t}-\frac{g^4q^4}{8t^3}+\dots
\]
and hence
\[
E_-(q)=-t+\frac12\left(K-\frac{g^2}{t}\right)q^2+\frac{g^4q^4}{8t^3}+\dots
\]
The symmetric point is a local minimum for \(g^2<Kt\) and a local maximum for \(g^2>Kt\). At equality the positive quartic term keeps it a minimum. With
\[
G=\frac{g^2}{K},\qquad \lambda=\frac{G}{t}=\frac{g^2}{Kt},
\]
the curvature is \(K(1-\lambda)\). The mode softens as \(\lambda\) approaches 1 from below.

The same condition follows if \(q\) is eliminated first. At fixed \(p\), the site probabilities are \((1+p)/2\) and \((1-p)/2\). The hopping energy is lowest when the two amplitudes have the same sign:
\[
-2t\sqrt{\frac{1+p}{2}\,\frac{1-p}{2}}=-t\sqrt{1-p^2}.
\]
Minimizing \(Kq^2/2+gqp\) over \(q\) gives \(q=-gp/K\) and the energy \(-g^2p^2/(2K)\). Thus
\[
E(p)=-t\sqrt{1-p^2}-\tfrac12Gp^2=-t+\tfrac12(t-G)p^2+\dots
\]
To second order, localization costs \(tp^2/2\) in hopping energy and gains \(Gp^2/2\) in relaxation energy. Trapping begins when the gain exceeds the cost.

The numerical factor in the condition depends on the definitions. In terms of the local coupling \(c=\sqrt2\,g\), the same threshold reads \(c^2>2Kt\).

## (d) Is there a distant minimum that the expansion misses?

**Find the global minimum of \(E_-\) for every value of \(\lambda\).**

A system can have a lower, distorted state while its symmetric state is still locally stable, so the expansion in (c) does not settle the question. Use \(s\) as the variable. Since \(q^2=(s^2-t^2)/g^2\),
\[
E_-=\frac{K(s^2-t^2)}{2g^2}-s=\frac{s^2-t^2}{2G}-s .
\]
Completing the square gives
\[
E_-=\frac{(s-G)^2}{2G}-\frac G2-\frac{t^2}{2G}.
\]
This is an upward parabola with its vertex at \(s=G\). The allowed range is \(s\ge t\), because \(q^2\) cannot be negative.

If \(G\le t\), the energy increases throughout the range from its edge \(s=t\), so the unique minimum is \(q=0\). If \(G>t\), the vertex is inside the range. The minimum is then at \(s=G\), which corresponds to two values of \(q\) with opposite signs. In this model the local and global thresholds coincide:
\[
\text{classical self-trapping}\quad\Longleftrightarrow\quad g^2>Kt .
\]

This is a statement about static minima. It does not decide what happens to an electron suddenly released on one site, which is a question of dynamics.

## (e) Properties of the trapped state

**For \(\lambda>1\), find the distortion, the population difference, the barrier, the vertical excitation energy and the curvature of the well.**

Setting \(s=G\) gives \(g^2q_0^2=G^2-t^2\), so
\[
q_0=\frac{\sqrt{G^2-t^2}}{g},\qquad |p|=\frac{gq_0}{G}=\sqrt{1-\frac1{\lambda^2}} .
\]
The minimum energy is
\[
E_{\min}=-\frac G2-\frac{t^2}{2G}.
\]
The top of the barrier between the wells is at \(q=0\), where \(E_-=-t\). The barrier height is
\[
B=-t-E_{\min}=\frac{G^2-2Gt+t^2}{2G}=\frac{(G-t)^2}{2G}=\frac{t(\lambda-1)^2}{2\lambda}.
\]
An excitation at fixed \(q=q_0\) lifts the electron from \(-s\) to \(+s\) and costs \(2s=2G\).

For the curvature, use \(ds/dq=g^2q/s\):
\[
E_-'=Kq-\frac{g^2q}{s},\qquad
E_-''=K-\frac{g^2}{s}+\frac{g^4q^2}{s^3}=K-\frac{g^2t^2}{s^3}.
\]
The last step uses \(s^2-g^2q^2=t^2\). At \(s=G\), \(g^2t^2/G^3=Kt^2/G^2\), so
\[
E_-''(q_0)=K\left(1-\frac1{\lambda^2}\right).
\]

Just above threshold, \(|p|\simeq\sqrt{2(\lambda-1)}\) and \(B\simeq t(\lambda-1)^2/2\). The distortion grows continuously from zero, and the barrier is at first very small. For \(\lambda\gg1\) the electron is almost entirely on one site and \(B\simeq G/2-t\): half the relaxation energy \(G\), less the hopping energy \(t\) available at the barrier top.

**Numbers.** Take \(t=0.1\) eV, \(K=1000\) eV/nm² and \(g=30\) eV/nm. The threshold coupling is \(\sqrt{Kt}=\sqrt{1000\times0.1}=10\) eV/nm. Further,
\[
G=\frac{30^2}{1000}=0.9\ \text{eV},\qquad \lambda=\frac{0.9}{0.1}=9,
\]
\[
q_0=\frac{\sqrt{0.81-0.01}}{30}=0.0298\ \text{nm},\qquad |p|=\sqrt{1-\tfrac1{81}}=0.994,
\]
\[
B=\frac{0.1\times8^2}{2\times9}=0.356\ \text{eV},\qquad 2G=1.8\ \text{eV}.
\]
The favoured site holds \((1+|p|)/2=99.7\%\) of the electron.

With \(t\) and \(K\) held fixed, weaker couplings give the following values.

| \(\lambda\) | \(q_0\) (nm) | \(\lvert p\rvert\) | \(B\) (eV) |
|---|---|---|---|
| 1.2 | 0.0061 | 0.553 | 0.0017 |
| 2 | 0.0122 | 0.866 | 0.025 |
| 9 | 0.0298 | 0.994 | 0.356 |

At \(\lambda=1.2\) the populations already differ strongly, but the barrier is below 2 meV. Passing the threshold therefore does not by itself make a durable trap. Numerical diagonalization followed by a search over \(q\) reproduced these three minima. At \(\lambda=0.5\), 0.9 and 1 it found no energy below that of the symmetric state.

## (f) Unequal sites

**Add a site-energy difference through \((\Delta/2)(n_1-n_2)\). How large must \(|\Delta|\) be to remove the second well?**

Let \(x=gq+\Delta/2\) and now \(s=\sqrt{t^2+x^2}\). The energy is \(Kq^2/2-s\), and it is stationary when \(Kq=gx/s\). Inserting \(q=(x-\Delta/2)/g\) and multiplying by \(g/K\) gives
\[
x-\frac\Delta2=\frac{Gx}{s},\qquad\text{or}\qquad \frac\Delta2=F(x)\equiv x-\frac{Gx}{s}.
\]
Since \(d(x/s)/dx=t^2/s^3\), the slope is \(F'(x)=1-Gt^2/s^3\). The curvature of the energy is \(K-g^2t^2/s^3=KF'(x)\), so minima lie where \(F\) rises.

For \(G>t\), \(F\) rises, falls through the region around \(x=0\), and rises again. There are two minima as long as \(\Delta/2\) lies between the two turning values of \(F\). At a turning point \(s^3=Gt^2\), so \(G/s=s^2/t^2\) and
\[
F=x\left(1-\frac{s^2}{t^2}\right)=-\frac{x^3}{t^2}.
\]
With \(x^2=s^2-t^2=t^{4/3}(G^{2/3}-t^{2/3})\), the factors of \(t\) cancel in \(|x|^3/t^2\). The second well survives while
\[
|\Delta|<\Delta_c=2\left(G^{2/3}-t^{2/3}\right)^{3/2}.
\]

For the example \(\Delta_c=2(0.932-0.215)^{3/2}=1.21\) eV. Counting the minima of the diagonalized energy confirmed the formula at \(\lambda=3\) and \(\lambda=9\) to within 0.1%. If the sites are 0.5 nm apart, this tilt corresponds to a field of 24 MV/cm along the pair. A field of 6 MV/cm, a rough breakdown value, gives only 0.30 eV. These conversions use the macroscopic field. The field acting at a defect can be larger, and that enhancement is not calculated here.

Disorder also changes what the threshold means. With \(\Delta\ne0\) there is no symmetry left to break. Solving the condition above for \(G\) shows that a second well exists when
\[
G^{2/3}>t^{2/3}+\left|\frac\Delta2\right|^{2/3}.
\]
For \(t=0.1\) eV and \(\Delta=0.1\) eV this requires \(G>0.21\) eV instead of 0.10 eV, about twice the value for equal sites.

An unequal population is then no proof of self-trapping. Rigid sites with the same \(\Delta\) have \(|p|=\Delta/\sqrt{\Delta^2+4t^2}=0.45\), from part (b) with \(gq\) replaced by \(\Delta/2\). With the classical mode the value in the lowest well is 0.994.

## (g) How long does the trap hold?

**Give the mode a mass \(M\). Estimate the thermal hopping rate between equal sites, then treat the mode quantum mechanically.**

Assume thermal equilibrium within one well, motion on the lower energy surface, and no immediate return after a crossing. The rate is then the outward flux at \(q=0\) divided by the population of the well. Averaging the velocity over its positive values gives
\[
\int_0^\infty v\sqrt{\frac{M}{2\pi k_BT}}\;e^{-Mv^2/2k_BT}\,dv=\sqrt{\frac{k_BT}{2\pi M}} .
\]
This multiplies the probability density at \(q=0\). With \(K_w=E_-''(q_0)\) and a harmonic well,
\[
\int_{\rm well}e^{-E_-/k_BT}dq\simeq e^{-E_{\min}/k_BT}\sqrt{\frac{2\pi k_BT}{K_w}},
\]
so that
\[
k_{\rm hop}=\sqrt{\frac{k_BT}{2\pi M}}\sqrt{\frac{K_w}{2\pi k_BT}}\;e^{-B/k_BT}
=\frac{1}{2\pi}\sqrt{\frac{K_w}{M}}\;e^{-B/k_BT}.
\]

Take \(M=20\) u and \(T=378\) K (105 °C). Then \(B/k_BT=10.9\) and the rate is \(2.0\times10^8\) s⁻¹, a mean time between hops of 5 ns. Direct integration over the anharmonic well gives the same rate to two digits. The electron is self-trapped in the static sense, yet it changes sites many times during any slow electrical measurement.

**Quantum mode.** Let \(P\) exchange the two sites and reverse \(q\). It commutes with \(H\), whereas \(n_1-n_2\) changes sign under \(P\). Any nondegenerate eigenstate is even or odd under \(P\), so it must have \(p=0\). Tunnelling restores the symmetry that the classical minimum breaks.

The size of the tunnelling decides whether this matters. Here \(\hbar\sqrt{K/M}=46\) meV, and diagonalization with a quantum mode gives a splitting \(\delta=9.3\times10^{-10}\) eV between the two lowest states. A grid basis and an oscillator basis agree on it to within 0.1%. An equal superposition of these two states sits in one well. It reaches the other when their relative phase has changed by \(\pi\), after
\[
\tau=\frac{\pi\hbar}{\delta}=2.2\ \mu\text{s},
\]
provided that the pair is perfectly symmetric and isolated. A site-energy difference of only 1 meV, about a million times \(\delta\), gives a quantum ground state with \(|p|=0.993\). At this coupling even a slight inequality of the sites therefore localizes the electron in the ground state, as in the classical picture, although that picture fails for the ideal symmetric pair. This concerns the ground state only. At 378 K, thermal hopping still shares the electron almost equally between sites whose energies differ by much less than \(k_BT\).

**Corrections to the thermal rate.** At 378 K the quantum probability density at \(q=0\) is 2.5 times the classical one. This factor must not be applied to the hopping rate: a density is not a rate, because it does not say how much of it crosses to the other well and stays there. The 5 ns found above is a classical estimate, without a quantum correction.

The electron must also follow the lower surface through the crossing. For a single passage at speed \(v\), the energies of the two localized states, \(\pm gq\), separate at the rate \(2gv\). The Landau–Zener formula gives the probability of staying on the lower surface:
\[
P_{\rm ad}=1-\exp\left(-\frac{2\pi t^2}{2\hbar gv}\right).
\]
The mean speed of crossing trajectories, weighted by flux, is \(\sqrt{\pi k_BT/2M}=497\) m/s, for which \(P_{\rm ad}=0.96\). Integrating the two-state Schrödinger equation through the crossing gave this probability to within 0.005. Both calculations hold the speed constant, which limits what they show. At the mean crossing speed the kinetic energy is only \(\pi k_BT/4=0.026\) eV, whereas the upper surface lies \(2t=0.2\) eV above the lower one at \(q=0\), so a typical trajectory lacks the energy for the transition. The value 0.96 is a rough sign that the hopping is strong enough for the electron to follow the mode, not a correction factor for the rate. For much smaller \(t\) the electron would often fail to follow.

## (h) Comparison with a real dielectric

**Which of these numbers can be carried over to electron traps in a porous organosilicate (SiCOH) interlayer dielectric?**

The parameters are rough choices for such a glass, not properties of an identified defect. The mode energy of 46 meV is plausible for a silica-like network. An isolated site would relax by \(c^2/(2K)=g^2/K=0.9\) eV, which describes a strongly relaxing trap. The hopping is the least certain input, because it depends strongly on the separation and orientation of the traps. The assumption that a glass breaks most directly is the equality of the sites: a difference of 0.1 eV doubles the value of \(G\) needed for a second well, as part (f) showed. At the chosen \(G=0.9\) eV both wells survive that disorder, but the 5 ns of part (g) no longer applies. The same classical estimate gives about 24 ns in the lower well and 1 ns in the upper one, and the thermal average of \(|p|\) at 378 K is 0.90.

The harmonic assumption is also strained. On the occupied site the two modes add to a local distortion of about \((0.030+0.030)/\sqrt2=0.042\) nm, roughly a quarter of a Si–O bond length. If it belonged to a single bond, a harmonic energy would be doubtful; it is easier to accept for a distortion shared among several atoms.

As one example, suppose that a positive \(q^4\) term adds 10% to the elastic energy at \(q_0\). The barrier falls from 0.356 to 0.323 eV. For this particular term the threshold does not move, since it has no curvature at \(q=0\) and can only raise distorted states. Anharmonicity of the local distortions \(u_1,u_2\) behaves differently, because it couples \(Q\) and \(q\). A term \(u_1^4+u_2^4\) that adds 10% at 0.042 nm raises the threshold coupling by about 1% and lowers the barrier to 0.30 eV. A cubic term of the same size shifts the threshold coupling by about 2.5% and gives a barrier of 0.30 eV if it stiffens the site, or 0.45 eV if it softens it. A distortion that changes \(t\) is not covered by these estimates.

For this pair the conclusion \(g^2>Kt\) has a wide margin, since \(\lambda=9\). The hopping time is much less secure, because it depends exponentially on the barrier: the 0.0329 eV reduction alone would multiply the rate by about \(e^{0.0329/0.0326}\approx2.7\) at 378 K, with the prefactor held fixed. The uncertainty in \(t\) matters more. The classical time is 0.4 ns for \(t=0.2\) eV and 20 ns for \(t=0.05\) eV, where \(P_{\rm ad}\) has dropped to 0.55 and motion on the lower surface can no longer be assumed.

## Table of computed values

```
hopping t = 0.100 eV
stiffness K = 1000 eV/nm^2
coupling g = 30.0 eV/nm
mode mass = 20 u
site distance = 0.50 nm
temperature = 378 K, kT = 0.0326 eV
threshold coupling (numerical root) = 10.0000 eV/nm
G = g^2/K = 0.900 eV
lambda = g^2/(K t) = 9.000
curvature at q=0 = -8000 eV/nm^2
curvature at minimum = 987.7 eV/nm^2
distortion q0 = 0.02981 nm
population difference |p| = 0.9938
population of favoured site = 0.9969
energy at q=0 = -0.1000 eV, at minimum = -0.4556 eV
barrier B = 0.3556 eV = 4126 K
vertical excitation at minimum = 1.8000 eV
table: lambda, g (eV/nm), q0 (nm), |p|, barrier (eV)
  1.20  10.954  0.00606  0.5528  0.00167
  2.00  14.142  0.01225  0.8660  0.02500
  9.00  30.000  0.02981  0.9938  0.35556
energy with two local coordinates = -0.9056 eV
critical tilt = 1.2136 eV
critical field along pair = 24.3 MV/cm
tilt at 1 MV/cm = 0.050 eV
tilt at 6 MV/cm (rough breakdown) = 0.300 eV
disorder tilt = 0.100 eV
|p| with disorder, rigid sites = 0.4472
|p| with disorder, classical mode = 0.9944
|p| with disorder, quantum mode = 0.9940
mode quantum hbar*omega = 45.72 meV
barrier / kT = 10.92
hop rate, harmonic formula = 1.997e+08 1/s
hop rate, flux integral = 1.995e+08 1/s
mean time between hops = 5.01 ns
tunnel splitting = 9.343e-10 eV
coherent transfer time = 2.21e+03 ns
|p| of symmetric quantum ground state below 0.001: True
|p| of quantum ground state at tilt 1 meV = 0.9933
quantum/classical density at barrier top = 2.54
mean crossing speed = 497 m/s
adiabatic passage probability = 0.959
barrier with 10 % quartic stiffening = 0.3227 eV
```
